# Angular Restriction of Black Emission and Its Equivalence to Solar Concentration

In a solar thermophotovoltaic converter, concentrated sunlight heats an absorber whose back face drives a thermal emitter. The sunlight reaches the absorber through a limited range of directions, but a black surface at 1300 K radiates into the whole hemisphere in front of it. Most of that radiation leaves along directions from which no sunlight comes. If emission along those directions could be suppressed, the absorber would keep its solar input and lose less heat. The question is how much less, and in what sense the change is equivalent to stronger concentration.

Consider a flat absorber of area $A$ at temperature $T$, in air or vacuum, with refractive index taken as 1. Let its emissivity be 1 for directions within an angle $a$ of its normal and 0 for all others. The surroundings, including any mirrors, are at temperature $T_0$. Black radiation has the same radiance in every direction,

$$
L(T)=\frac{\sigma T^4}{\pi},
$$

where $\sigma$ is the Stefan–Boltzmann constant. Radiance is power per unit solid angle and per unit area perpendicular to the ray. A ray at angle $\theta$ to the normal sees the projected area $A\cos\theta$, and the solid angle between $\theta$ and $\theta+d\theta$ is $2\pi\sin\theta\,d\theta$. The power emitted per unit absorber area is therefore

$$
M=\int_0^a L\cos\theta\,2\pi\sin\theta\,d\theta
=2\pi L\left[\frac{\sin^2\theta}{2}\right]_0^a
=\pi L\sin^2a=s\,\sigma T^4,
\qquad s\equiv\sin^2a .
$$

For $a=90^\circ$ this is the usual $\sigma T^4$. For a narrow cone, with $a$ in radians, $s\approx a^2$. The loss is multiplied by $\sin^2a$; it is not reduced by that fraction. A cone of $20^\circ$ has $s=0.1170$, so it removes about 88% of the emission.

Kirchhoff's law equates emissivity and absorptance for each direction. The absorber thus takes in ambient radiation through the same cone, in the amount $s\sigma T_0^4$, and its net radiative loss is

$$
q_{\rm loss}=s\,\sigma(T^4-T_0^4).
$$

Now let sunlight of direct irradiance $G$ arrive at concentration $C$, entirely within the cone, so that the absorber receives $CG$ per unit area. The heat available to the converter, per unit absorber area, is

$$
q=CG-s\,\sigma(T^4-T_0^4).
$$

One small term has been dropped. The solar beam fills part of the cone, and ambient radiation cannot also arrive along those directions. If the Sun has angular radius $\theta_s$, the concentrated beam occupies a projected solid angle $\pi C\sin^2\theta_s$, as shown below, so the missing ambient input is $C\sin^2\theta_s\,\sigma T_0^4$. In the example that follows it is 0.0001 W/cm², against a solar input of 10 W/cm².

The collection efficiency is the fraction of the incident solar power that becomes useful heat. Dividing the balance by $CG$ gives

$$
\eta=\frac{q}{CG}
=1-\frac{s\,\sigma(T^4-T_0^4)}{CG}
=1-\frac{\sigma(T^4-T_0^4)}{(C/s)\,G}.
$$

The last form is the efficiency of an unrestricted black absorber at concentration $C/s$. At fixed $T$, $T_0$ and $G$, the efficiency depends on concentration and cone angle through the single ratio $C/s$. The same holds for the stagnation temperature, which is reached when no heat is drawn. Setting $q=0$ gives

$$
T_{\rm stag}^4=T_0^4+\frac{CG}{s\,\sigma}.
$$

The heat per unit area is not the same in the two cases. With equal efficiencies, the heat flux is proportional to the incident flux, so the absorber at concentration $C/s$ delivers $q/s$. Equality of total power is recovered by shrinking its area to $sA$. It then collects

$$
(sA)\frac{C}{s}G=ACG
$$

and loses

$$
(sA)\,\sigma(T^4-T_0^4)=A\,s\,\sigma(T^4-T_0^4),
$$

which are the input and the loss of the restricted absorber. One may therefore keep a large absorber and narrow its emission, or keep the full hemisphere and shrink the absorber. The two have the same étendue, the product of area and projected solid angle: $A\,\pi\sin^2a$ for the first and $(sA)\,\pi$ for the second.

Étendue also limits how far either route can go. Treat the solar disc as having uniform radiance $L_s$, after attenuation by the atmosphere. The cone integral above, taken over the disc at normal incidence, gives

$$
G=\pi L_s\sin^2\theta_s .
$$

Passive optics in a medium of index 1 cannot raise the radiance of a beam. The largest flux that can reach the absorber within its cone is the one for which every direction in the cone carries radiance $L_s$, hence

$$
CG\le\pi L_s\sin^2a
\quad\Longrightarrow\quad
C\le\frac{\sin^2a}{\sin^2\theta_s}
\quad\Longrightarrow\quad
\frac{C}{s}\le\frac{1}{\sin^2\theta_s}.
$$

The same reasoning gives the solid angle used earlier: a beam of radiance $L_s$ carrying flux $CG$ must fill a projected solid angle $CG/L_s=\pi C\sin^2\theta_s$.

For $\theta_s=0.267^\circ$ the bound on $C/s$ is about 46,000. For a $20^\circ$ cone the bound on $C$ itself is 5387. To check that this value can be reached, rays were traced from a uniform solar disc onto a perfect, unshaded parabolic dish with a rim angle of $20^\circ$. Within half the radius of the solar image at the focus, the traced concentration was 5403, which is 0.3% above the formula; the sampling error, as one standard deviation, is about 0.2%.

At a given $C$, the bound sets the smallest usable cone, $\sin a_{\min}=\sqrt C\,\sin\theta_s$. A narrower cone would reject sunlight as well as suppress emission. At this limit the small ambient term matters in principle. Restoring it, with $s=C\sin^2\theta_s$, the stagnation balance is

$$
CG-C\sin^2\theta_s\,\sigma T_0^4
=C\sin^2\theta_s\,\sigma(T^4-T_0^4).
$$

The ambient terms cancel and leave $\sigma T^4=G/\sin^2\theta_s=\pi L_s$. The absorber reaches the temperature of a black body with the same total radiance as the solar disc, and no higher. This ceiling applies to an absorber that is black at all wavelengths within its cone. Attenuated sunlight does not have a black-body spectrum, so an absorber that is selective in wavelength can have a different ceiling. For $G=1000$ W/m² this ceiling is 5338 K.

For a worked case, take $C=100$, $T=1300$ K, $T_0=300$ K and $a=20^\circ$. The solar input is $CG=10.00$ W/cm². An open black absorber has a net loss of 16.15 W/cm², so its balance is

$$
q_{\rm open}=10.00-16.15=-6.15\ \text{W/cm}^2 .
$$

It cannot stay at 1300 K under this illumination; with no heat drawn, it settles at 1154 K. With the cone, the loss is $0.1170\times16.15=1.89$ W/cm², and

$$
q=10.00-1.89=8.11\ \text{W/cm}^2,\qquad \eta=0.811 .
$$

The equivalent concentration is $100/0.1170=855$ suns. An open absorber at 855 suns has the same efficiency and the same stagnation temperature, 1971 K, but delivers $8.11/0.1170\approx69.3$ W/cm². The smallest cone allowed at 100 suns is $2.67^\circ$, so the chosen cone leaves room for a beam wider than the ideal one. To hold the absorber at 1300 K, the converter must actually remove the 8.11 W/cm². An emitter of equal area at the same temperature would need an effective net emittance of $8.11/16.15\approx0.50$.

So far the restriction has been assumed. One way to produce it is to place a small black disc of radius $r$ at the centre of a hemispherical mirror of radius $R$, with a hole in the mirror that subtends the half-angle $a$. Radiation within the cone leaves through the hole. The rest strikes the mirror nearly along its normal and comes back to the disc, where it is reabsorbed. The disc still emits as a black body in every direction; it is the net loss that is restricted. This picture uses ray optics and so requires dimensions much larger than the thermal wavelengths, which are a few micrometres here.

The return is imperfect because the disc has a finite size. Let a ray start at a point $P$ on the disc, at distance $x$ from the centre $O$, and strike the mirror at $Q$. Let $c$ be the cosine of the angle between $OP$ and $OQ$. The mirror normal at $Q$ lies along $QO$, so the reflected ray stays in the plane $OPQ$ and crosses the line $PO$, extended beyond $O$, at a point $P'$. Since $QO$ bisects the angle $PQP'$, the angle-bisector theorem gives, with $x'=OP'$,

$$
\frac{x'}{x}=\frac{QP'}{QP}
=\frac{\sqrt{R^2+x'^2+2Rx'c}}{\sqrt{R^2+x^2-2Rxc}} .
$$

To first order in $x/R$ the numerator is $R+x'c$ and the denominator is $R-xc$. With $x'\approx x$ in the correction,

$$
x'\approx x\left(1+\frac{2xc}{R}\right).
$$

For $c>0$ the ray lands farther out than it started. It misses the disc if $x'>r$, that is, if it started within a distance $2r^2c/R$ of the rim. For a fixed $c$, the rim strip has an area of $2\pi r\,(2r^2c/R)$, which is a fraction $4rc/R$ of the disc area $\pi r^2$. It remains to average the positive values of $c$ over the emitted directions outside the cone. To leading order $c=\sin\theta\cos\phi$, where $\phi$ is the azimuth measured from $OP$, and black emission has the weight $\cos\theta\sin\theta\,d\theta\,d\phi/\pi$. The fraction of all emitted rays that is reflected past the disc is then

$$
m=\frac{4r}{R}\,\frac1\pi
\int_a^{\pi/2}\sin^2\theta\cos\theta\,d\theta
\int_{-\pi/2}^{\pi/2}\cos\phi\,d\phi .
$$

The integrals are $(1-\sin^3a)/3$ and 2, so

$$
m=\frac{8}{3\pi}(1-\sin^3a)\frac rR .
$$

The miss is of first order in $r/R$, so a disc that looks small can still leak noticeably. For $r/R=0.02$ and $a=20^\circ$, the formula gives 0.0163. A three-dimensional ray trace of this cavity gave 0.0162, and the fraction escaping through the hole was 0.1169, against $s=0.1170$.

Let the mirror have reflectance $\rho$, and let the base around the disc be black and held at $T_0$. Of the emitted radiation, a fraction $1-s$ goes towards the mirror and a fraction $1-s-m$ is aimed so as to return to the disc. Only the part $\rho(1-s-m)$ does return. The fraction lost is

$$
F=1-\rho(1-s-m)=s+(1-\rho)(1-s)+\rho m .
$$

The three terms are escape through the hole, absorption in the mirror, and absorption in the base. Because everything that receives this radiation is at $T_0$, and there is no net exchange when $T=T_0$, the net loss is $F\sigma(T^4-T_0^4)$ when $\rho$ is independent of wavelength.

With $\rho=0.95$, mirror absorption adds 0.71 W/cm² and missed rays add 0.25 W/cm². The loss rises from 1.89 to 2.85 W/cm², so $F=0.177$ instead of 0.117. The error grows as the cone narrows. Holding $T$, $\rho$ and $r/R$ fixed, closing the cone from $10^\circ$ to $5^\circ$ cuts the ideal loss from 0.49 to 0.12 W/cm², but the loss with this mirror falls only from 1.53 to 1.18 W/cm². As $a\to0$ it tends to 1.07 W/cm². The $\sin^2a$ law describes the cavity well only while $s$ is large compared with $(1-\rho)(1-s)+\rho m$.

A real absorber is also not perfectly black. Suppose that its absorptance is $\varepsilon$, the same at all wavelengths and angles, and that it reflects diffusely. Of the incoming sunlight, a fraction $\varepsilon$ is absorbed at once and $1-\varepsilon$ is reflected. A fraction $1-F$ of the reflected light returns for another chance. If returning light is spread evenly over the disc, so that $F$ is the same at each bounce, the total absorbed fraction is

$$
g=\varepsilon\sum_{n=0}^{\infty}\left[(1-\varepsilon)(1-F)\right]^n
=\frac{\varepsilon}{1-(1-\varepsilon)(1-F)} .
$$

Thermal emission starts at $\varepsilon\sigma T^4$ and loses the fraction $F$ at each departure from the disc. The same series gives a total loss of $gF\sigma T^4$. Including the ambient exchange,

$$
q=g\left[CG-F\sigma(T^4-T_0^4)\right].
$$

In this approximation, the common factor $g$ leaves the radiative stagnation temperature of the cavity unchanged. For $\varepsilon=0.95$, $g$ is 0.991 and the heat delivered falls by 0.07 W/cm². A harder test with $\varepsilon=0.5$, where repeated bounces matter more, gave a traced solar absorption of 0.852 against 0.850 from the formula, and a traced emission loss of 0.1485 against 0.1501. Both differences favour the absorber. The formula assumes that returning light is spread evenly over the disc; the trace follows the actual landing points and does not.

The grey result also shows how strongly a diffusely reflecting surface must absorb for the $\sin^2a$ law to hold when the restriction is made by a cavity. For a perfect return outside the cone, $F=s$, and the loss factor is

$$
gF=\frac{\varepsilon s}{\varepsilon+s-\varepsilon s}
=\frac{1}{1/\varepsilon+1/s-1}.
$$

If $\varepsilon\gg s$, this is close to $s$. If $\varepsilon\ll s$, it is close to $\varepsilon$, and the cavity hardly lowers the emission that the surface would have had without it. The returned radiation is then mostly reflected, and it gets further chances to find the hole. The same formula applies separately at each wavelength if $\varepsilon$ varies with wavelength. A selective absorber that reflects diffusely and already emits weakly in the infrared therefore gains less from such a cavity than a black one. A flat, mirror-like absorber behaves differently. Reflection preserves the angle between the ray and the normal, so in the limit of a very small disc a ray outside the cone stays outside it and does not find the hole. For a finite disc, each reflection at the hemisphere turns the ray by up to about $2r/R$, always in the same sense, and the ray makes about $1/\varepsilon$ round trips before it is absorbed. The limit therefore requires $r/R\ll\varepsilon$; otherwise rays drift into the hole or off the disc.

Non-radiative losses that scale with the absorber area break the equivalence with concentration. Let a heat leak $Q$ per unit absorber area, for example from convection, be the same for both absorbers. It lowers the efficiency of the restricted absorber by $Q/(CG)$. For the open absorber at concentration $C/s$, the same leak is divided by a larger solar input and costs only $sQ/(CG)$. The concentrated absorber is therefore better by

$$
\Delta\eta=(1-s)\frac{Q}{CG}.
$$

Concentration dilutes a loss that is fixed per unit absorber area, whereas the angular restriction assumed here acts on radiation alone. A leak that is fixed in total power, such as conduction through the same supports carrying the smaller absorber of area $sA$, is divided by the same total input $ACG$ in both cases and leaves the equivalence intact. If the concentrated absorber is also made smaller, its convective coefficient rises, which narrows the gap somewhat. For a convective coefficient of 10 W/(m² K), the leak at 1300 K is 1.00 W/cm². The ideal restricted absorber then has an efficiency of 0.711, and the open absorber at 855 suns has 0.799. The gap of 0.088 is $0.883\times0.100$.

The parameters of the example are rough values for a solar thermophotovoltaic absorber: an operating temperature near 1300 K, about a hundred suns, a metal mirror, a dark coating, and natural convection if the cavity is not evacuated. The convective coefficient depends on the size and orientation of the absorber and may differ from the value used here by a factor of two or more; absorbers only a few centimetres wide or smaller tend to have the larger coefficients. With the real mirror and coating in vacuum, the model gives 7.08 W/cm² and an efficiency of 0.71, compared with 0.81 for the ideal cone. In air, the heat falls to 6.08 W/cm² and the efficiency to 0.61. At these settings, convection is the largest single correction and mirror absorption the next. This order depends on the inputs. The value $\rho=0.95$ is cautious, since clean silver, gold or aluminium can reflect more at these thermal wavelengths. Above $\rho\approx0.98$ the missed rays cost more than mirror absorption. At $\rho=0.95$, a convective coefficient below about 7 W/(m² K) would put convection behind the mirror. The model still omits conduction through the supports and heating of the mirror above $T_0$, and it treats the emitter and cell only as a heat load, so these figures are not converter efficiencies. The full set of values is in the numerical output below.

## Computed values

```
Solar irradiance G = 1000 W/m^2, concentration C = 100
Absorber T = 1300 K, surroundings T0 = 300 K
Cone half-angle a = 20.0 deg, sin^2 a = 0.1170
Sun angular radius = 0.267 deg
Concentrated sunlight C*G = 10.00 W/cm^2
Net black loss, open hemisphere = 16.15 W/cm^2
Net black loss, cone = 1.89 W/cm^2
Heat delivered, open = -6.15 W/cm^2
Heat delivered, cone = 8.11 W/cm^2
Efficiency, cone at C = 0.8111
Equivalent concentration C/s = 855 suns
Efficiency, open at C/s = 0.8111
Heat delivered, open at C/s = 69.34 W/cm^2
Emitter net emittance to remove q = 0.502
Stagnation, open at C = 1154 K
Stagnation, cone at C = 1971 K
Stagnation, open at C/s = 1971 K
Flux limit for this cone = 5387 suns
Dish focus, ray trace = 5403 suns
Absolute limit of C/s = 46050 suns
Smallest cone at C = 2.67 deg
Ceiling temperature = 5338 K
Ambient blocked by Sun = 0.000100 W/cm^2
Rough inputs: rho = 0.95, eps = 0.95
Rough inputs: r/R = 0.02, h = 10 W/(m^2 K)
Escape fraction, ray trace = 0.1169
Missed fraction, formula = 0.0163
Missed fraction, ray trace = 0.0162
Test eps = 0.50: Sun absorbed, trace = 0.8519
  Sun absorbed, formula = 0.8499
  emission lost, trace = 0.1485
  emission lost, formula = 0.1501
Loss factor F with real mirror = 0.1766
Extra loss, mirror absorption = 0.71 W/cm^2
Extra loss, missed rays = 0.25 W/cm^2
Grey absorber factor = 0.9908
Heat lost by eps < 1 = 0.07 W/cm^2
Convective leak in air = 1.00 W/cm^2
Heat, real mirror, vacuum = 7.08 W/cm^2
Efficiency, real mirror, vacuum = 0.708
Heat, real mirror, air = 6.08 W/cm^2
Efficiency, real mirror, air = 0.608
Ideal cone with leak, efficiency = 0.7111
Open at C/s with leak, efficiency = 0.7994
Cone (deg) | ideal loss | real-mirror loss (W/cm^2)
    45 |  8.075 |  8.647
    30 |  4.037 |  4.871
    20 |  1.889 |  2.852
    10 |  0.487 |  1.529
     5 |  0.123 |  1.184
Real-mirror floor as a -> 0: 1.068 W/cm^2
```
